Energy grids and broadening for Zeeman-split superconducting tunnelling spectra

**The result and the setting it governs**

A density of states can be turned into a spectrum on an energy grid with a small broadening width. For tunnelling into a BCS superconductor at temperature T > 0, the width can be set to zero. Write the energy measured from the Zeeman shift as ±Δ cosh t and use equal steps in t. The conductance of one spin species, relative to its normal-state value, is

g₀(u) = Σ_{s=±1} ∫₀^∞ Δ cosh t K(Δ cosh t − su) dt,

K(x) = sech²(x/2τ)/(4τ), τ = k_B T.

The integrand has no singularity at the gap edge. A trapezoidal rule with step

δ = 2πd/L

has an error of order e^(−L) times a prefactor derived below. The length d follows from u, Δ and τ. The step thus follows from these physical parameters and the chosen L.

**Where the integral comes from**

The superconductor is a thin film with uniform real gap Δ in a parallel field B. Spin σ = ±1 has Zeeman energy σh, with h = μ_B B (g-factor 2). For normal-state energy ξ, the Bogoliubov matrix has diagonal entries ξ + σh and −ξ + σh and off-diagonal entries Δ. Its eigenvalues are

E = σh + sε, ε = √(ξ² + Δ²), s = ±1,

with electron weights (1 + sξ/ε)/2. In the sum over ξ the odd part of the weight cancels. Two values of ξ belong to each ε, so the density of states relative to the normal state is dξ/dε at ε = |E − σh|:

N_s(E − σh), N_s(e) = |e|/√(e² − Δ²) for |e| > Δ, zero otherwise.

The other electrode is a ferromagnet magnetized along B, with tunnelling polarization P. Its majority electrons have σ = −1, so the spin weights are w_σ = (1 − σP)/2. Let v = eV be the height of its chemical potential above that of the film. For weak tunnelling with constant matrix elements and normal densities, the current is proportional to

Σ_σ w_σ ∫ N_s(E − σh)[f(E − v) − f(E)] dE,

where f is the Fermi function. Only f(E − v) depends on v, and its derivative is −f′(E − v) = K(E − v). Shifting the integration variable by σh gives

g(v) = Σ_σ w_σ g₀(v − σh), g₀(u) = ∫ N_s(e) K(e − u) de.

Set e = sΔ cosh t with t ≥ 0. Then N_s = cosh t/sinh t and |de| = Δ sinh t dt. The factors sinh t cancel, leaving Δ cosh t dt. Since K is even, K(sΔ cosh t − u) = K(Δ cosh t − su), which is the opening formula. The substitution is also ξ = Δ sinh t, dξ = Δ cosh t dt: it counts the normal states from which the quasiparticles are made, and their density is smooth.

**How fast the rule converges**

Call the integrand F(t). It is even and smooth on the whole real axis. With half weight at t = 0, the trapezoidal sum is half the sum over all integers j of δF(jδ). Poisson's summation formula then gives

sum − integral = Σ_{k≥1} F̂(2πk/δ), F̂(ω) = ∫ F(t) e^(iωt) dt over all t.

The decay of F̂ is set by the poles of K. Near x = iπτ(2n+1) + y, cosh(x/2τ) equals ±i sinh(y/2τ), so

K = −1/[4τ sinh²(y/2τ)] = −τ/y² + constant + …

Each pole is double, with no 1/y term. Take u ≥ 0, since g₀ is even. The nearest poles belong to s = +1:

cosh t_n = [u + iπτ(2n+1)]/Δ.

Those of s = −1 have imaginary part π/2 or more. For n = 0 write t₀ = a + id, x = u/Δ and y = πτ/Δ. The real and imaginary parts are cosh a cos d = x and sinh a sin d = y. Eliminating a through cosh²a − sinh²a = 1 gives

x²/cos²d − y²/sin²d = 1.

With S = sin²d, multiplication by S(1 − S) gives S² + qS − y² = 0, where q = x² + y² − 1. The positive root is

sin²d = 2y²/[q + √(q² + 4y²)].

There are three low-temperature cases:

- At the edge, u = Δ: sin²d → y, so d ≈ √(πτ/Δ).
- Above the gap: d ≈ πτ/√(u² − Δ²).
- Inside the gap: d → arccos(u/Δ), which stays finite.

The sign of the error can be predicted as well. Near a pole, use x = Δ cosh t − u as the variable, with dx/dt = Δ sinh t. The double pole gives the residue of F e^(iωt) as

R_n = −τ (d/dx)[coth t e^(iωt)]
= −(τ/Δ) e^(iωt)[iω coth t − 1/sinh²t]/sinh t, at t = t_n.

F is real and even, so the mirror pole −t_n* has residue −R_n*. Together they contribute 2πi(R_n − R_n*) = −4π Im R_n. Keeping k = 1, with ω = 2π/δ,

error ≈ (4πτ/Δ) Im Σ_n e^(iωt_n)[iω coth t_n − 1/sinh²t_n]/sinh t_n.

This is a leading estimate for small δ. The k = 2 term is smaller by roughly e^(−ωd), and the n = 0 pole dominates when ω times the difference in imaginary part between it and the next pole is large. Inside the gap at low temperature this difference is small. Just below the edge it is then enough to keep several poles. Deeper inside, the contributions of many poles nearly cancel, and a sum over a few of them can overestimate the error by orders of magnitude. The sum is meant for the leading poles only: as n grows, their imaginary part tends to π/2, where the s = −1 poles also gather and the sum does not converge. The estimate therefore needs ω(π/2 − d) to be large, and it fails near the middle of the gap.

For large ω the first term in the bracket dominates, so the size is about (4πτω/Δ)|cosh t₀/sinh²t₀| e^(−ωd). The choice δ = 2πd/L makes ωd = L. At low temperature the prefactor becomes

- 2L/d at the edge, where |sinh²t₀| ≈ 2πτ/Δ;
- 4L N_s(u) above the gap, where sinh²t₀ ≈ (u² − Δ²)/Δ².

**A worked spectrum**

Take Δ = 0.35 meV at the working point, T = 0.4 K, B = 2.5 T and P = 0.30. Then τ = 0.03447 meV and h = 0.1447 meV. At u = Δ the pole distance is d = 0.541; the low-temperature estimate gives 0.556. For L = 8 the step is 2π × 0.541/8 = 0.425. The unsplit conductance there is 1.60407, and the errors, in units of the normal-state conductance, are:

- L = 8, 11 nodes: +8.123×10⁻³, predicted +8.129×10⁻³.
- L = 12, 16 nodes: +6.832×10⁻⁵, predicted the same.
- L = 16, 20 nodes: −6.879×10⁻⁶, predicted the same.

The change of sign comes from the oscillating phase of e^(iωt₀). The simple estimate (2L/d)e^(−L) leaves this phase out and gives 9.9×10⁻³, 2.7×10⁻⁴ and 6.7×10⁻⁶. It gives the rough amplitude of the oscillating error, not a strict bound: for L = 12 the phase makes the actual error four times smaller, while for L = 16 the actual error is 3 percent larger, and between L = 6 and 22 it exceeds the estimate by up to about 12 percent.

The reference is adaptive quadrature of the original integral in energy. It treats the factor (e − Δ)^(−1/2) analytically as a weight, and samples only the smooth remainder eK/√(e + Δ) near the edge. For the split spectrum at 33 equally spaced voltages from −0.8 to 0.8 mV, with L = 30, the largest difference between the two methods was 1.2×10⁻¹¹. At most 223 nodes were needed for both spins together.

The conductances at the four shifted gap edges are:

g(−Δ−h) = 1.465, g(−Δ+h) = 0.562,
g(Δ−h) = 1.043, g(Δ+h) = 1.347.

These edges are not the thermal maxima. The unsplit curve peaks at 0.394 mV with height 1.94, so reading Δ from the peak would overestimate it by 0.044/0.35 ≈ 13 percent here.

**What a uniform energy grid or a broadening does instead**

Consider a midpoint grid of spacing η starting at the edge. Near it the integrand is A/√y, where y is now the energy above Δ and A = √(Δ/2) K(Δ − u). Over J cells the sum minus the integral is

A√η [Σ_{j=0}^{J−1} (j + ½)^(−1/2) − 2√J].

The bracket tends to the Hurwitz zeta value ζ(½,½) = −0.6049. The leading error therefore falls only as √η. With η = 0.01Δ and u = Δ it is

−0.6049 × √0.175 × √0.0035 × 1/(4 × 0.03447) ≈ −0.109.

The computed error with 394 nodes is −0.1085, or 6.8 percent of the conductance. With 1576 nodes it is −0.0543: four times the work halves the error.

Replacing E by E + iΓ smooths the edge but changes the spectrum. For Γ = 0.01Δ = 0.0035 meV, the unsplit edge value falls from 1.604 to 1.564. The zero-bias value is hit harder. Without broadening, the two signs s contribute equally, and for Δ ≫ τ the kernel is e^(−Δ cosh t/τ)/τ. Using cosh t ≈ 1 + t²/2 in the exponent and 1 in the prefactor,

g₀(0) ≈ (2Δ/τ) e^(−Δ/τ) ∫₀^∞ e^(−Δt²/2τ) dt = √(2πΔ/τ) e^(−Δ/τ).

This gives 3.1×10⁻⁴; the full value is 3.22×10⁻⁴. The broadened density at zero energy is about Γ/Δ = 0.01 by itself, and the broadened conductance is 0.0109, some 34 times too large. A width that represents a measured lifetime is part of the physical model. One introduced for a smooth curve is a numerical error that no grid refinement removes.

**Choosing the grid**

For a target absolute error η_g, in units of the normal-state conductance, solve

L ≈ ln(1/η_g) + ln(prefactor).

For 10⁻⁶ at the edge in this example, the estimate gives L ≈ 18: 2 × 18/0.541 ≈ 67, and 67e^(−18) ≈ 1.0×10⁻⁶. A value of 20 leaves a margin.

The step should be recomputed for each u. If one step must serve a whole sweep, use the smallest d, which belongs to the largest |u|. In the sweep above, |u| reaches 0.8 + 0.145 = 0.945 meV, where d ≈ 0.123. A step tuned at the edge would be more than four times too coarse there.

Nodes are needed only where |Δ cosh t − su| < Mτ; beyond this the kernel is below e^(−M)/τ. M should be at least L. At the edge and low temperature the range is t_max ≈ √(2Mτ/Δ), so the number of steps is

t_max/δ = L√(2M/π)/(2π).

Temperature has cancelled. For L = 30 and M = 40 this is 24.1. The counts are 24 nodes at 0.04 K and 25 at 0.004 K. At 0.4 K there are 37, because the window also reaches the s = −1 branch. Well above the gap, meaning u − Δ ≫ Mτ, a window of width 2Mτ/√(u² − Δ²) divided by δ gives ML/π² steps, again independent of temperature.

The edge conductance itself grows on cooling. Near the edge N_s ≈ √(Δ/2y), so g₀(Δ) → 0.674 √(Δ/2τ), where 0.674 is ∫₀^∞ z^(−1/2) sech²(z/2)/4 dz. At 0.004 K, where τ is a hundred times smaller, this gives 15.2, as computed. The prefactor 2L/d grows in the same proportion, so for fixed L the relative error at the edge tends to a constant as T → 0.

Deep inside the gap, the error target must be compared with the small conductance. Once Δ − |u| exceeds Mτ, the window is empty and returns zero; if the exponentially small value matters, both M and L must then be raised. There d stays near arccos(u/Δ) while the integrand narrows to a Gaussian of width √(τ/Δ) in t, so the relative error is about 2 exp(−ω²τ/2Δ) with ω = L/d. At u = 0 and 0.04 K it is 33 percent for L = 30 and about 10⁻³ for L = 60, however large M is.

**Reading the spin polarization**

Let D = g₀(2h − x) − g₀(2h + x) for any chosen x. Inserting the spin sum and using g₀(−u) = g₀(u),

A_P = g(h − x) − g(h + x) = w₋D,
C_P = g(x − h) − g(−x − h) = w₊D.

Since w₋ − w₊ = P and w₋ + w₊ = 1,

P = (A_P − C_P)/(A_P + C_P), provided D ≠ 0.

With x = Δ, the example gives A_P = 0.562 − 1.347 = −0.785 and C_P = 1.043 − 1.465 = −0.422. Hence P = 0.363/1.207 = 0.30. The argument needs each spin to have the same even curve, merely shifted. A spin-independent broadening therefore does not bias P, although it distorts the conductance.

**Beside a real aluminium film**

The parameters are rough values for a very thin, disordered aluminium film; the gap is well above that of bulk aluminium, roughly 0.2 meV. Two neglected effects can be estimated by adding pair breaking at fixed Δ. The first is orbital depairing. Its dirty-limit energy is α = ½ħD_e⟨q²⟩, where D_e is the diffusivity and q = 2eBz/ħ. Averaging z² over thickness d_f gives d_f²/12, so

α = D_e e²B²d_f²/(6ħ).

For d_f = 4 nm and D_e = 5 cm²/s, α = 0.0127 meV, or 0.036Δ. The second is spin-orbit scattering, with a rough spin-flip strength b = 0.05 in units of Δ. At complex energy z, let r_σ be the ratio of renormalized frequency to renormalized gap, F_σ = 1/√(1 + r_σ²) and G_σ = r_σF_σ. In the Born approximation,

r_σ[Δ + bΔF_{−σ} − (α/2)F_σ] = −i(z − σh) + bΔG_{−σ} + (α/2)G_σ.

Collecting terms gives

r_σΔ = −i(z − σh) + bΔF_{−σ}(r_{−σ} − r_σ) + αr_σF_σ.

The density is Re G_σ. Closing the thermal integral of G_σ − 1 in the upper half-plane, where each double pole contributes 2πi(−τ)G_σ′, gives the conductance of spin σ:

g_σ(v) = 1 + 2πτ Im Σ_{n≥0} G_σ′(v + iπτ(2n+1)).

Together the two effects lower the four conductances by 2 to 9 percent. Depairing alone leaves the inferred P at 0.300, as evenness requires. Spin-orbit scattering mixes the two spins and breaks the shifted-curve argument; with both effects and x = Δ the inferred P is 0.274, 9 percent below the input. The bias now depends on x in size and in sign: the same curve gives 0.216 for x = 0.30 meV, 0.341 for x = 0.394 meV, the unsplit peak, and 0.358 for x = 0.42 meV. For these parameters, the spin-orbit model matters far more to P than further grid refinement.

The thermal reduction of the gap is small. With ξ = Δ sinh t and a pairing cutoff ω_c, the coupling fixes the value of ∫ [1 − f(Δ cosh t − h) − f(Δ cosh t + h)] dt from 0 to t_c, where t_c ≈ ln(2ω_c/Δ) in weak coupling. At zero temperature, with h < Δ₀, both Fermi functions vanish and the integral is ln(2ω_c/Δ₀). Equating the two values gives

ln(Δ₀/Δ) = ∫₀^∞ [f(Δ cosh t − h) + f(Δ cosh t + h)] dt,

which yields a 0.10 percent reduction. Equating the condensation energy N₀Δ₀²/2 to the normal-state spin energy N₀h², with N₀ the density of states per spin, gives a zero-temperature Pauli limit of 4.28 T, above the 2.5 T used. Both numbers leave out pair breaking. Kept in the gap equation, depairing by itself lowers the gap at 2.5 T by about πα/4Δ ≈ 3 percent, and with spin-orbit scattering the total reduction is 3.6 percent; the zero-field gap is then about 0.363 meV and the same energy balance gives about 4.4 T. Interaction corrections to h, a finite barrier transparency and a non-uniform gap are outside these estimates. The numerical output follows.

Table of computed values

```
gap 0.350 meV, temperature 0.40 K
field 2.50 T, polarization 0.30
thermal energy tau 0.03447 meV; tau/gap 0.0985
Zeeman energy h 0.14471 meV; h/gap 0.4135
split conductance / normal; with depairing and spin-orbit:
 -gap-h -0.4947 mV: 1.465458; 1.3944
 -gap+h -0.2053 mV: 0.562051; 0.5424
 +gap-h +0.2053 mV: 1.042985; 0.9537
 +gap+h +0.4947 mV: 1.346643; 1.3165
split conductance at 0 mV: 0.010683
sweep -0.8..0.8 mV, largest difference 1.2e-11
sweep, most nodes for both spins 223
pole distance at edge 0.5410
its low-T estimate 0.5562
unsplit conductance at edge 1.60407438
edge: step, nodes, actual error, pole-law error
 0.4249, 11, +8.123e-03, +8.129e-03
 0.2833, 16, +6.832e-05, +6.832e-05
 0.2124, 20, -6.879e-06, -6.879e-06
edge: temperature K, nodes, conductance
 0.400, 37, 1.60407
 0.040, 24, 4.82854
 0.004, 25, 15.18924
low-T node estimate 24.09
edge-height constant 0.67372
midpoint-law constant -0.60490
energy midpoint rule at edge: nodes, error
 394, -0.10850
 1576, -0.05428
unsplit peak 0.39427 mV, height 1.93936
artificial broadening 0.0035 meV
 unsplit at 0 mV: clean 3.220e-04, broadened 1.092e-02
 unsplit at edge, broadened 1.56362
zero-T gap 0.350352 meV
thermal gap reduction 0.101 percent
zero-T Pauli-limit field 4.280 T
film thickness 4.0 nm
diffusivity 5.0 cm2/s
orbital depairing 0.01266 meV; /gap 0.0362
spin-orbit parameter b 0.050
inferred P, clean 0.300000
inferred P, depairing only 0.300000
inferred P, depairing and spin-orbit 0.27444
```
